\section*{Electron-phonon coupling factor of a free-electron metal at high electron temperature}

\section*{Problem}

A short laser pulse leaves the conduction electrons of a metal at temperature $T_e$ and the lattice at $T_l$. Each subsystem is in internal equilibrium. The electrons pass the power per volume $P=G\,(T_e-T_l)$ to the phonons, which defines the coupling factor $G$.

The electrons have the free-electron density of states $D(\varepsilon)\propto\sqrt{\varepsilon}$ (per volume, both spins) and a fixed density $n$. The squared electron-phonon matrix element, averaged over all pairs of states on two energy shells, does not depend on the energies of the shells. Write $E_F$ for the Fermi energy, $\mu$ for the chemical potential at $T_e$, and $t=k_BT_e/E_F$.

\begin{enumerate}
\item[(a)] Starting from the golden rule, find $G$ as an integral over $D^2$ when phonon energies are small compared with the thermal energies and $E_F$.
\item[(b)] Show that $G$ is proportional to $\mu$ for $t\ll1$, and find what is left out. What happens when $\mu$ reaches zero, and for $t\gg1$?
\item[(c)] Show that $G$ falls initially by the fraction $(\pi^2/12)\,t^2$.
\item[(d)] Which features of the density of states and of the matrix elements decide the sign of this change?
\item[(e)] Evaluate the result for aluminium treated as a free-electron metal, and compare the fall with the effects that the model neglects.
\end{enumerate}

\section*{Solution}

\subsection*{(a) From the golden rule to the coupling factor}

Let an electron drop from energy $\varepsilon_1=\varepsilon$ to $\varepsilon_2=\varepsilon-\Omega$ by emitting a phonon of energy $\Omega$. The reverse process absorbs the phonon. With Fermi functions $f_1,f_2$ at $T_e$ and the phonon occupation $N_l=1/(e^{\Omega/k_BT_l}-1)$, the net emission is weighted by
\begin{equation}
B=f_1(1-f_2)(N_l+1)-f_2(1-f_1)N_l .
\end{equation}
Scattering conserves spin, so the states available are counted by $D_s=D/2$. Let $W(\Omega)$ be the volume times the shell average of $|M|^2\delta(\Omega-\hbar\omega_q)$; by assumption it does not depend on $\varepsilon$. The golden-rule factor $2\pi/\hbar$ and the factor 2 for spin give
\begin{equation}
P=\frac{4\pi}{\hbar}\int d\Omega\,\Omega\,W(\Omega)\int d\varepsilon\,D_s(\varepsilon)D_s(\varepsilon-\Omega)\,B .
\label{eq:P}
\end{equation}

To simplify $B$, put $x_i=(\varepsilon_i-\mu)/k_BT_e$. Then $1-f_i=f_ie^{x_i}$, and
\begin{equation}
f_2-f_1=f_1f_2\,(e^{x_1}-e^{x_2})=f_1f_2e^{x_2}\,(e^{\Omega/k_BT_e}-1).
\end{equation}
Since $f_1(1-f_2)=f_1f_2e^{x_2}$, this says $f_1(1-f_2)=(f_2-f_1)N_e$, where $N_e$ is the Bose function of $\Omega$ at the electron temperature. Likewise $f_2(1-f_1)=e^{\Omega/k_BT_e}f_1(1-f_2)=(f_2-f_1)(N_e+1)$. Therefore
\begin{equation}
B=(f_2-f_1)\,[N_e(N_l+1)-(N_e+1)N_l]=(f_2-f_1)(N_e-N_l),
\end{equation}
which vanishes at equal temperatures, as it must.

For small $\Omega$ the Bose function is $k_BT/\Omega-\tfrac12+\Omega/(12k_BT)+\dots$, so that
\begin{equation}
N_e-N_l=\frac{k_B(T_e-T_l)}{\Omega}\left[1-\frac{\Omega^2}{12k_B^2T_eT_l}+\dots\right].
\label{eq:bose}
\end{equation}
To leading order we keep the 1 in the bracket, replace $f_2-f_1$ by $\Omega(-f')$, with $f'=df/d\varepsilon$, and replace $D_s(\varepsilon-\Omega)$ by $D_s(\varepsilon)$. Dividing (\ref{eq:P}) by $T_e-T_l$ gives
\begin{equation}
G=\frac{4\pi k_B}{\hbar}\int d\Omega\,\Omega W(\Omega)\int d\varepsilon\,D_s^2(-f') .
\end{equation}
The usual coupling function is $\alpha^2F=D_s(E_F)W$, with $\lambda=2\int d\Omega\,\alpha^2F/\Omega$ and $\lambda\langle\Omega^2\rangle=2\int d\Omega\,\Omega\,\alpha^2F$. Hence $\int d\Omega\,\Omega W=\lambda\langle\Omega^2\rangle/[2D_s(E_F)]=\lambda\langle\Omega^2\rangle/D(E_F)$. With $D_s^2=D^2/4$,
\begin{equation}
G=\frac{\pi k_B}{\hbar}\,\frac{\lambda\langle\Omega^2\rangle}{D(E_F)}\int_0^\infty d\varepsilon\,D^2(\varepsilon)\,(-f') .
\label{eq:G}
\end{equation}
One factor $D$ counts initial states and the other final states; $-f'$ restricts both to the thermal layer around $\mu$. As $T_e\to0$ the integral tends to $D^2(E_F)$, and (\ref{eq:G}) tends to
\begin{equation}
G_0=\frac{\pi k_B}{\hbar}\,\lambda\langle\Omega^2\rangle D(E_F).
\end{equation}
This $G_0$ is an extrapolation of the high-temperature formula. It is not the coupling of a cold metal, where most phonons cannot be excited.

\subsection*{(b) Proportionality to the chemical potential}

For free electrons $D^2(\varepsilon)/D^2(E_F)=\varepsilon/E_F$. Integrating by parts, with $\varepsilon f=0$ at both limits,
\begin{equation}
\frac{G}{G_0}=\frac1{E_F}\int_0^\infty\varepsilon(-f')\,d\varepsilon=\frac1{E_F}\int_0^\infty f\,d\varepsilon
=t\ln\!\left(1+e^{\mu/k_BT_e}\right).
\label{eq:log}
\end{equation}
Taking $e^{\mu/k_BT_e}$ out of the logarithm gives
\begin{equation}
\frac{G}{G_0}=\frac{\mu}{E_F}+t\ln\!\left(1+e^{-\mu/k_BT_e}\right).
\label{eq:mu}
\end{equation}
For $t\ll1$ the last term is about $t\,e^{-1/t}$, smaller than any power of $t$. The proportionality $G\propto\mu$ therefore holds up to an exponentially small term, which comes from the bottom of the band.

It fails when $k_BT_e$ becomes comparable with $E_F$. The chemical potential passes through zero at $t=0.989$, where (\ref{eq:log}) gives $G/G_0=t\ln2=0.685$. The coupling stays positive because it is an average of the positive energy $\varepsilon$.

For $t\gg1$ the electrons are classical, $f\approx z\,e^{-\varepsilon/k_BT_e}$ with $z=e^{\mu/k_BT_e}\ll1$. Fixed density requires
\begin{equation}
z\,\frac{\sqrt\pi}{2}(k_BT_e)^{3/2}=\frac23E_F^{3/2}
\quad\Rightarrow\quad z=\frac{4}{3\sqrt\pi}\,t^{-3/2},
\end{equation}
and $\ln(1+z)\approx z$ then gives $G/G_0\approx[4/(3\sqrt\pi)]\,t^{-1/2}$. This limit concerns the formula; a real metal would not keep its band or its lattice at such temperatures.

\subsection*{(c) The initial fall}

The density fixes $\mu$ through $\int_0^\infty\sqrt\varepsilon f\,d\varepsilon=\tfrac23E_F^{3/2}$. By parts, the left side is the average of $H=\tfrac23\varepsilon^{3/2}$ with weight $-f'$. Expanding $H$ about $\mu$ and using the second and fourth moments of $-f'$, which are $\tfrac{\pi^2}{3}(k_BT_e)^2$ and $\tfrac{7\pi^4}{15}(k_BT_e)^4$,
\begin{equation}
\int H(-f')\,d\varepsilon=H(\mu)+\frac{\pi^2}{6}(k_BT_e)^2H''(\mu)+\frac{7\pi^4}{360}(k_BT_e)^4H''''(\mu)+\dots
\label{eq:som}
\end{equation}
Here $H''=\tfrac12\varepsilon^{-1/2}$ and $H''''=\tfrac38\varepsilon^{-5/2}$. With $m=\mu/E_F$, division by $\tfrac23E_F^{3/2}$ gives
\begin{equation}
1=m^{3/2}+\frac{\pi^2}{8}t^2m^{-1/2}+\frac{7\pi^4}{640}t^4m^{-5/2}+\dots
\end{equation}
Insert $m=1+at^2+bt^4$ and collect powers:
\begin{align}
t^2:&\quad \tfrac32a+\tfrac{\pi^2}{8}=0
&&\Rightarrow\ a=-\tfrac{\pi^2}{12},\\
t^4:&\quad \tfrac32b+\tfrac38a^2-\tfrac{\pi^2}{16}a+\tfrac{7\pi^4}{640}=0
&&\Rightarrow\ b=-\tfrac{\pi^4}{80}.
\end{align}
In the second line the three known terms are $\pi^4/384$, $\pi^4/192$ and $7\pi^4/640$, with sum $3\pi^4/160$. By (\ref{eq:mu}),
\begin{equation}
\frac{G}{G_0}=1-\frac{\pi^2}{12}\left(\frac{k_BT_e}{E_F}\right)^2-\frac{\pi^4}{80}\left(\frac{k_BT_e}{E_F}\right)^4-\dots,
\label{eq:fall}
\end{equation}
which is the result to be shown.

\subsection*{(d) What decides the sign}

Take first any smooth $D$, still with constant matrix elements. Let $D,D',D''$ be evaluated at $E_F$. Conservation of $n$ to order $T_e^2$ shifts the chemical potential by $\delta=-\tfrac{\pi^2}{6}(k_BT_e)^2D'/D$. Applying (\ref{eq:som}) to $D^2$, whose second derivative is $2D'^2+2DD''$,
\begin{align}
\frac{G}{G_0}&=1+\frac{2D'}{D}\,\delta+\frac{\pi^2}{6}(k_BT_e)^2\,\frac{2D'^2+2DD''}{D^2}\nonumber\\
&=1+\frac{\pi^2}{3}(k_BT_e)^2\,\frac{D''}{D}.
\label{eq:curv}
\end{align}
The shift of $\mu$ cancels the slope terms, and the curvature remains. For $D\propto\sqrt\varepsilon$, $D''/D=-1/(4E_F^2)$, which returns $-\pi^2t^2/12$. At this order the coupling falls because $\sqrt\varepsilon$ is concave.

Now keep free electrons but let the shell average of $\Omega|M|^2$ vary as $\varepsilon^s$. The integrand $\varepsilon$ in (\ref{eq:log}) becomes $\varepsilon^{1+s}$, and with $\mu/E_F=1-\pi^2t^2/12$,
\begin{equation}
\frac{G}{G_0}=1+\left[-\frac{\pi^2}{12}(1+s)+\frac{\pi^2}{6}(1+s)s\right]t^2
=1+\frac{\pi^2}{6}(1+s)\left(s-\tfrac12\right)t^2 .
\label{eq:s}
\end{equation}
As an example, long-wave deformation coupling has $|M|^2\propto q$ and $\Omega\propto q$, so the average of $q^2$ is needed. On a shell of wavenumber $k$, $q^2=2k^2(1-\cos\theta)$ is uniformly distributed between 0 and $4k^2$. Suppose that phonons exist only up to $q_c<2k$ and that umklapp processes are left out. Pairs with $q>q_c$ then contribute nothing, and the average over all pairs is
\begin{equation}
\frac1{4k^2}\int_0^{q_c^2}q^2\,d(q^2)=\frac{q_c^4}{8k^2}\propto\frac1\varepsilon ,
\end{equation}
so $s=-1$ and the $t^2$ term vanishes. Without a cut-off the average is $2k^2$, so $s=1$ and $G$ rises as $1+\pi^2t^2/6$. The fall (\ref{eq:fall}) thus depends on the assumption of constant matrix elements.

\subsection*{(e) Aluminium as a free-electron metal}

Rough typical inputs are a cubic lattice constant of 0.405 nm with four atoms per cell, three free electrons per atom, $\lambda=0.4$, and an rms phonon energy $\langle\Omega^2\rangle^{1/2}=25$ meV. Then $n=12/(0.405\ \mathrm{nm})^3=1.81\times10^{23}\ \mathrm{cm^{-3}}$, $E_F=\hbar^2(3\pi^2n)^{2/3}/2m_e=11.65$ eV, and $D(E_F)=3n/2E_F=2.33\times10^{22}\ \mathrm{eV^{-1}cm^{-3}}$. With $\lambda\langle\Omega^2\rangle=0.4\times(25\ \mathrm{meV})^2=250\ \mathrm{meV^2}$,
\begin{equation}
G_0=3.8\times10^{17}\ \mathrm{W\,m^{-3}K^{-1}}=3.8\times10^{11}\ \mathrm{W\,cm^{-3}K^{-1}} .
\end{equation}
At $T_e=10000$ K, $k_BT_e=0.862$ eV and $t=0.862/11.65=0.0740$, so the leading fall is $0.8225\times0.0740^2=0.45\,\%$. The table compares the fall from (\ref{eq:log}) with the $t^2$ law.

\begin{center}
\begin{tabular}{rcccc}
$T_e$ (K) & $t$ & $\mu$ (eV) & fall of $G$ (\%) & $t^2$ law (\%)\\
5000 & 0.037 & 11.64 & 0.113 & 0.112\\
10000 & 0.074 & 11.60 & 0.454 & 0.450\\
20000 & 0.148 & 11.43 & 1.85 & 1.80
\end{tabular}
\end{center}

At 20000 K the exponential term in (\ref{eq:mu}) is $1.9\times10^{-4}$, still about a hundredth of the fall.

\textit{Finite phonon energy.} Averaging (\ref{eq:bose}) over the spectrum multiplies $G$ by $1-\langle\Omega^4\rangle/(12\langle\Omega^2\rangle k_B^2T_eT_l)$. For $\alpha^2F\propto\Omega^2$ up to $\Omega_m$, $\langle\Omega^2\rangle=\Omega_m^2/2$ and $\langle\Omega^4\rangle=\Omega_m^4/3$. Hence $\Omega_m=35.4$ meV and $\langle\Omega^4\rangle/\langle\Omega^2\rangle=833\ \mathrm{meV^2}$. With the lattice held at 300 K the reduction is 0.31\,\% at 10000 K, comparable with the fall, and 0.62\,\% at 5000 K, where it exceeds the fall. Direct integration of (\ref{eq:P}) at 10000 K gives $0.99243\,G_0$, against $0.99236\,G_0$ from the product of the two factors.

Because this reduction shrinks as $1/T_e$, the effective coupling $P/(T_e-T_l)$ first rises. Writing it as $G_0(1-AT_e^2-C/T_e)$, the maximum lies at $T_e=(C/2A)^{1/3}=7.02\times10^3$ K; the direct integral puts it at $6.95\times10^3$ K. The fall governs the trend above that temperature, for this lattice temperature. Far below the phonon energies the formula fails altogether: at $T_e=20$ K and $T_l=10$ K the direct integral gives $0.0011\,G_0$.

\textit{Comparison with the real metal.} The value of $G_0$ is proportional to $\lambda\langle\Omega^2\rangle$ and is only as good as these rough inputs. The predicted trend has a further weakness, because a real density of states is not a smooth $\sqrt\varepsilon$. Suppose it carries a ripple of 5\,\% with a period of 4 eV, an assumed shape and not a computed band structure. At 10000 K, $G$ then changes by $-8.5\,\%$ if $E_F$ sits on a crest and by $+9.1\,\%$ if it sits in a trough, each relative to its own $G_0$. The size is some twenty times the free-electron fall. The signs agree with the curvature rule (\ref{eq:curv}), but the rule would give about $-29\,\%$ and $+31\,\%$. It requires $k_BT_e$ to be small compared with the energy scale of the ripple, $4\ \mathrm{eV}/2\pi=0.64$ eV, and here $k_BT_e=0.86$ eV. The thermal average then removes most of the ripple. Once it is gone, $D^2$ keeps only the mean factor $1+0.05^2/2$, and $G/G_0$ tends to the free-electron ratio times $(1+0.05^2/2)/(1\pm0.05)^2$, an extra change of $-9.2\,\%$ or $+10.9\,\%$ on top of the free-electron fall. The matrix elements matter too. In aluminium the Debye wavenumber is about $0.44$ of $2k_F$, so deformation coupling without umklapp processes has $s=-1$, and the $t^2$ fall disappears. This case does not describe the real metal: since $q^2$ is uniformly distributed, only $0.44^2\approx19\,\%$ of the pairs on the Fermi shell are joined without umklapp, and the remaining pairs can change both the size and the sign of the trend. For comparison, $s=1$ in (\ref{eq:s}) would give a rise of 0.9\,\% instead of a fall of 0.45\,\%.

\textit{Duration.} The lattice does not stay at 300 K for long. Its classical heat capacity is $2.49\ \mathrm{J\,cm^{-3}K^{-1}}$, and at 10000 K it receives $3.81\times10^{11}\times9700=3.7\times10^{15}\ \mathrm{W\,cm^{-3}}$. At this fixed power it warms by 630 K, to the rough melting temperature of 930 K, in $2.49\times630/(3.7\times10^{15})\ \mathrm{s}\approx0.4$ ps. To leading order in $t$ the electronic heat capacity is $0.91\ \mathrm{J\,cm^{-3}K^{-1}}$ at 10000 K and proportional to $T_e$, so giving up this energy cools the electrons by about 1900 K. The power falls as they cool, which lengthens the time to about 0.5 ps. The finite-phonon reduction varies as $1/T_l$, so the values given for a lattice at 300 K hold only at the very start of this interval. The fall listed in the table depends on $T_e$ alone and follows the electrons as they cool. A single lattice temperature is itself an idealisation on this time scale, because the phonons of a real metal may need longer to equilibrate with one another.

\section*{Numbers as computed}
\begin{verbatim}
fall coefficient at t=0.02: 0.82296
pi^2/12: 0.82247; pi^4/80: 1.21761
mu = 0 at t = 0.9887, where G/G0 = 0.6853
G/G0 at t = 50: 0.1064
t^2 coefficient for s=-1.0: -0.0000
t^2 coefficient for s=+0.0: -0.8230
t^2 coefficient for s=+0.5: +0.0000
t^2 coefficient for s=+1.0: +1.6442
lattice constant (rough): 0.405 nm, valence 3
lambda (rough): 0.4; rms phonon: 25 meV
largest phonon energy: 35.4 meV
electron density: 1.806e+23 cm^-3
Fermi energy: 11.652 eV
D(EF): 2.325e+22 1/(eV cm^3)
lambda<Omega^2>: 250 meV^2
G0: 3.831e+17 W/(m^3 K) = 3.831e+11 W/(cm^3 K)
Te = 5000 K: kTe = 0.4309 eV, t = 0.03698
  mu = 11.6392 eV, mu/EF = 0.998873
  G/G0 = 0.998873, G = 3.8266e+17 W/(m^3 K)
  fall 0.1127 %, t^2 law 0.1125 %
  G/G0 - mu/EF = 5.74e-12
  finite-phonon reduction 0.623 %
Te = 10000 K: kTe = 0.8617 eV, t = 0.07395
  mu = 11.5995 eV, mu/EF = 0.995464
  G/G0 = 0.995464, G = 3.8135e+17 W/(m^3 K)
  fall 0.4536 %, t^2 law 0.4498 %
  G/G0 - mu/EF = 1.05e-07
  finite-phonon reduction 0.312 %
Te = 20000 K: kTe = 1.7235 eV, t = 0.14791
  mu = 11.4344 eV, mu/EF = 0.981291
  G/G0 = 0.981485, G = 3.7600e+17 W/(m^3 K)
  fall 1.8515 %, t^2 law 1.7993 %
  G/G0 - mu/EF = 1.94e-04
  finite-phonon reduction 0.156 %
full rate/G0 at 10000 K, lattice 300 K: 0.992432
product formula for the same: 0.992361
full rate/G0 at Te=20 K, Tl=10 K: 0.0011
peak of full coupling: 6952 K, estimate 7024 K
full rate/G0 at the peak: 0.99345
ripple assumed: 5 %, period 4 eV
G change at 10000 K, EF on crest: -8.48 %
G change at 10000 K, EF in trough: +9.08 %
Debye wavenumber/(2 kF): 0.437
lattice heat capacity: 2.494 J/(cm^3 K)
electron heat capacity, 10000 K: 0.910 J/(cm^3 K)
time from 300 K to 930 K (rough melting): 0.42 ps
electron cooling in that time: 1726 K
\end{verbatim}
